# How an External Short Accelerates Growth of an Ionically Conducting Scale

Consider a metal covered by a compact oxide scale that conducts doubly charged oxide ions well and electrons poorly. Oxygen is reduced at the outer face, oxide ions cross to the metal, and new oxide forms there. Each ion carries charge inwards, so two electrons must return outwards. If the conductivities $\sigma_i$ of the ions and $\sigma_e$ of the electrons are uniform, a scale of thickness $L$ offers the area resistances

$$r_i=\frac{L}{\sigma_i},\qquad r_e=\frac{L}{\sigma_e}.$$

Let $E$ be the voltage equivalent of the oxygen potential difference between the faces. Without an external connection, the same current magnitude passes first through the ionic path and then back through the electronic path. The resistances act in series, and the ionic current density is $E/(r_i+r_e)$. A perfect wire between the faces provides the electrons with a return path of zero resistance, so the current density becomes $E/r_i$. At the same thickness, the ratio is

$$\frac{E/r_i}{E/(r_i+r_e)}=1+\frac{r_e}{r_i}=1+\frac{\sigma_i}{\sigma_e}=\frac{\sigma_i+\sigma_e}{\sigma_e}=\frac1{t_e},$$

where $t_e=\sigma_e/(\sigma_i+\sigma_e)$ is the electronic transference number. The wire supplies no energy. It removes the electronic resistance from a circuit that the oxidation reaction already drives.

In a real scale the conductivities depend on composition, which changes from one face to the other. There is then no single $t_e$, and the statement needs an average. To find it, let $x$ run from the gas face, $x=0$, to the metal face, $x=L$. Let the mobile ion have signed charge number $z$, with $z=-2$ for an oxide ion, and let $e>0$. The electrochemical potentials per particle are $\eta_i$ for ions and $\eta_e$ for electrons. Local equilibrium between ions, electrons and the neutral component, whose chemical potential is $\mu$, requires

$$\mu=\eta_i+z\eta_e.$$

For oxygen this is the equilibrium of $\mathrm{O}+2e^-\rightleftharpoons\mathrm{O}^{2-}$, which gives $\mu+2\eta_e=\eta_i$. For a mobile cation the neutral component is the metal, and the same equation holds with $z>0$.

Transport is taken to be linear, without cross terms between the two carriers. With electric current densities counted positive along $x$,

$$j_i=-\frac{\sigma_i}{ze}\frac{d\eta_i}{dx},\qquad j_e=\frac{\sigma_e}{e}\frac{d\eta_e}{dx}.$$

Both particle fluxes run down their electrochemical potentials; the plus sign in the second law comes from the negative electron charge. Solving for the gradients gives

$$\frac{d\eta_i}{dx}=-\frac{ze\,j_i}{\sigma_i},\qquad \frac{d\eta_e}{dx}=\frac{e\,j_e}{\sigma_e}.$$

Adding the first to $z$ times the second yields

$$\frac{d\mu}{dx}=ze\left(-\frac{j_i}{\sigma_i}+\frac{j_e}{\sigma_e}\right).\tag{1}$$

The scale is treated as quasi-steady: its thickness changes slowly enough that neither carrier accumulates inside it, so $j_i$ and $j_e$ are each independent of $x$. The gas and the metal fix $\mu(0)$ and $\mu(L)$, and the reactions at both faces are reversible for now.

Without an external connection the total current vanishes, $j_e=-j_i$. Equation (1) becomes

$$\frac{d\mu}{dx}=-ze\,j_i\left(\frac1{\sigma_i}+\frac1{\sigma_e}\right)=-\frac{ze\,j_i}{\sigma_i t_e},$$

because $1/\sigma_i+1/\sigma_e=(\sigma_i+\sigma_e)/(\sigma_i\sigma_e)=1/(\sigma_i t_e)$. The ion particle flux is $J=j_i/(ze)$, hence

$$J_{\rm open}=-\frac{\sigma_i t_e}{(ze)^2}\frac{d\mu}{dx}.$$

The left side is uniform. Integrating from $0$ to $L$, and reversing the limits to absorb the minus sign, gives Wagner's result

$$J_{\rm open}L=\frac1{(ze)^2}\int_{\mu(L)}^{\mu(0)}\sigma_i t_e\,d\mu.\tag{2}$$

For oxide ions $\mu(0)>\mu(L)$, so the flux is positive and runs towards the metal. For mobile metal cations the order of the potentials is reversed, and the flux runs towards the gas.

Now connect the faces by an ideal electronic conductor. The outer contact must let gas through, since a sealed contact would stop the supply of oxygen. Its openings are taken to be so fine that the whole gas face has one electron potential and full access to oxygen. The connection makes $\eta_e(0)=\eta_e(L)$. Integrating the electron gradient across the scale therefore gives

$$0=\int_0^L\frac{e\,j_e}{\sigma_e}\,dx=e\,j_e\int_0^L\frac{dx}{\sigma_e}.$$

The last integral is positive, so $j_e=0$. This holds throughout the scale even when $\sigma_e$ varies: the electrons of the growth reaction all travel through the wire. Equation (1) reduces to $d\mu/dx=-ze\,j_i/\sigma_i$, and the same integration as before gives

$$J_{\rm short}L=\frac1{(ze)^2}\int_{\mu(L)}^{\mu(0)}\sigma_i\,d\mu.\tag{3}$$

Dividing (3) by (2) at equal $L$ and equal face potentials,

$$\frac{J_{\rm short}}{J_{\rm open}}=\frac1{\langle t_e\rangle},\qquad
\langle t_e\rangle=\frac{\int\sigma_i t_e\,d\mu}{\int\sigma_i\,d\mu}.\tag{4}$$

Both integrals in (4) have the same limits. The average is taken over chemical potential, not over distance, and is weighted by the ionic conductivity. Since $\sigma_i>0$, it lies between the smallest and largest local $t_e$, and the gain lies between the corresponding values of $1/t_e$. If $t_e$ is uniform it comes out of the integral, and the gain is $1/t_e$ even when $\sigma_i$ itself varies. When $t_e$ tends to one, the short has nothing to improve. When $\sigma_e$ tends to zero at fixed $\sigma_i$, the gain diverges because the unshorted flux vanishes; the shorted flux stays finite.

A numerical case shows the average at work. In dimensionless units let $\mu$ run between 0 and 1, with $\sigma_i=1+\mu^2/2$ and $\sigma_e=0.2\,e^{1.2\mu}$. The local values of $1/t_e$ range from 3.26 to 6.00. Solving the two conservation laws on a grid, without using (2) or (3), gives a gain of 4.052 both for an anion with $z=-2$ and for a cation with $z=1$. The integrals in (4) give the same 4.052.

What happens at the moment of shorting depends on whether $t_e$ is uniform. Before the short $d\mu/dx$ is proportional to $1/(\sigma_i t_e)$, and in the shorted steady state it is proportional to $1/\sigma_i$. For uniform $t_e$ these are the same profile, because the face values are the same. The composition need not change, and the full gain appears as soon as the electric potential has adjusted.

For nonuniform $t_e$ the composition must first relax. To see why, let $j=j_i+j_e$ be the total current density. The transport laws give

$$j_i=-\frac{\sigma_i}{ze}\left(\frac{d\mu}{dx}-z\frac{d\eta_e}{dx}\right)
=-\frac{\sigma_i}{ze}\frac{d\mu}{dx}+\frac{\sigma_i}{\sigma_e}(j-j_i).$$

Collecting $j_i$ on the left produces the factor $1+\sigma_i/\sigma_e=1/t_e$. Multiplying by $t_e$, and writing $t_i=1-t_e=\sigma_i t_e/\sigma_e$, gives

$$j_i=-\frac{\sigma_i t_e}{ze}\frac{d\mu}{dx}+t_i\,j.$$

Just after shorting, the old profile is still present, and its first term is the old uniform ion current. The second term varies with $x$ if $t_i$ does. Ions then accumulate where their flux decreases along its direction and are depleted where it increases, until the new profile is reached. If $t_i$ changes monotonically across the scale, only one of the two happens. Equation (4) describes the initial gain in this case if that relaxation ends before $L$ has changed appreciably.

The voltage across the unshorted scale contains information about the gain. With $j_e=-j_i$, the electron gradient is

$$\frac{d\eta_e}{dx}=-\frac{e\,j_i}{\sigma_e}
=\frac{\sigma_i t_e}{z\sigma_e}\frac{d\mu}{dx}
=\frac{t_i}{z}\frac{d\mu}{dx}.$$

A voltmeter reads differences of $\phi=-\eta_e/e$, so

$$\phi(L)-\phi(0)=\frac1{ze}\int_{\mu(L)}^{\mu(0)}t_i\,d\mu.$$

For an oxide-ion conductor this is negative: the metal is the negative terminal. With $E=[\mu(0)-\mu(L)]/(2e)$, its magnitude is $V=E(1-\bar t_e)$, where $\bar t_e$ is the plain average over $\mu$. If $\sigma_i$ is constant, $\bar t_e=\langle t_e\rangle$ and the expected gain is $1/(1-V/E)$. This estimate is sensitive when $V$ is close to $E$, because it then rests on a small difference.

Real connections and surface reactions have resistance. Return to uniform conductivities, and let a linear surface-reaction resistance $r_s$ lie in series with the ions. An external path of resistance $r_x$ joins the same two electron potentials as the electronic path inside the scale, so $r_x$ and $r_e$ are in parallel. The ionic current magnitude is

$$|j_i|=\frac{E}{r_s+r_i+\dfrac{r_er_x}{r_e+r_x}}.$$

Without the wire, $r_x\to\infty$ and the last term becomes $r_e$. Holding $r_s$ fixed, the gain is

$$G=\frac{r_s+r_i+r_e}{r_s+r_i+\dfrac{r_er_x}{r_e+r_x}}.\tag{5}$$

For a perfect wire this becomes

$$G=1+\frac{r_e}{r_s+r_i}=1+\frac{L/\sigma_e}{r_s+L/\sigma_i}.$$

A very thin scale with finite $r_s$ therefore gains little: $G\to1$ as $L\to0$, since the surface reaction controls both fluxes. The value $1/t_e$ is recovered when $r_i\gg r_s$. Transport control is thus a condition of the result.

The word "initial" is also a condition. Under transport control both scales obey $dL/dt=k/L$, with $k_{\rm short}=k_{\rm open}/t_e$ for uniform $t_e$. Start both from thickness $L_0$ and define $\tau=2k_{\rm open}t/L_0^2$. Since $d(L^2)/dt=2k$,

$$L_{\rm open}=L_0\sqrt{1+\tau},\qquad L_{\rm short}=L_0\sqrt{1+\tau/t_e}.$$

The flux is proportional to $k/L$, so at equal times

$$\frac{J_{\rm short}(t)}{J_{\rm open}(t)}=\frac1{t_e}\sqrt{\frac{1+\tau}{1+\tau/t_e}}.\tag{6}$$

At $\tau=0$ the ratio is $1/t_e$. For large $\tau$ the square root tends to $\sqrt{t_e}$, and the ratio falls to $1/\sqrt{t_e}$. The shorted scale has grown thicker and so resists its own ions more.

For a worked example take $L=2.00$ µm, $\sigma_i=1.0\times10^{-8}$ S/cm, $\sigma_e=1.0\times10^{-9}$ S/cm and $E=2.40$ V, at 773 K. These are round model values. Then $t_e=1/11=0.0909$, and

$$r_i=\frac{2.0\times10^{-4}\ \mathrm{cm}}{1.0\times10^{-8}\ \mathrm{S/cm}}=2.0\times10^4\ \Omega\,\mathrm{cm^2},\qquad r_e=2.0\times10^5\ \Omega\,\mathrm{cm^2}.$$

The ionic current density is $2.40/(2.2\times10^5)$ A/cm², or 10.9 µA/cm², without the short and $2.40/(2.0\times10^4)$ A/cm², or 120 µA/cm², with it. Division by $2F$, where $F$ is the charge of one mole of electrons, gives oxygen fluxes of $5.65\times10^{-11}$ and $6.22\times10^{-10}$ mol/(cm² s). The gain is 11. The open voltage is $2.40(1-0.0909)=2.18$ V.

If all this oxygen forms an oxide $M\mathrm{O}_2$ of molar volume 22 cm³/mol, the thickness rate is $22J/2$: about 22 nm/h before shorting and 246 nm/h just after. Under the parabolic law, the unshorted scale took $L^2/(2k_{\rm open})=44.7$ h to reach 2 µm. After one further period of this length $\tau=1$, and (6) gives $11\sqrt{2/12}=4.49$. The late limit is $\sqrt{11}=3.32$.

The initial gain can be observed only in a window of time. With a relative permittivity of 22, the dielectric settling time $\epsilon/(\sigma_i+\sigma_e)$ is 0.18 ms, where $\epsilon$ is the permittivity. The shorted scale needs 294 s to thicken by 1%. Charging of the contacts is not included in the first figure. That figure also applies only to uniform $t_e$. Otherwise the window opens after the composition has relaxed, which is far slower and depends on the defect chemistry. With the vacancy density of $10^{19}$ cm⁻³ assumed below, the vacancy diffusivity $D_v=\sigma_ik_BT/(4e^2n)$ is about $10^{-10}$ cm²/s and $L^2/D_v$ is about 400 s, so the relaxation need not be over before the scale has thickened by 1%.

These parameters lie in the rough regime of the thermal oxide on zirconium near 773 K, a mainly oxide-ion-conducting scale that can reach micrometre thickness over days. The conductivities are effective values chosen for that regime, not measured properties of a particular scale. Real scales may contain cracks and fast grain-boundary paths and need not grow parabolically. The assumption most doubtful here is uniform $t_e$, because the oxygen potential falls by 4.80 eV across the scale while $k_BT$ is 0.0666 eV.

To size that effect, keep $\sigma_i$, $L$ and $E$ fixed and let the electronic conductivity consist of a constant floor and two branches that decay away from the faces:

$$\frac{\sigma_e}{\sigma_i}=f+a\,e^{-s}+b\,e^{s-S},\qquad s=\frac{\mu-\mu(L)}{2k_BT}.$$

Here $f=0.01$, $a=1$, $b=0.09$ and $S=4.80/(2\times0.0666)\simeq36$. The local $t_e$ is 0.50 at the metal and 0.091 at the gas, so the gas face looks just as it did in the uniform example. Near one face the other branch is negligible. With $q=a e^{-s}$,

$$t_e=1-\frac1{1+f+q}=\frac f{1+f}+\frac{q}{(1+f)(1+f+q)}.$$

Since $dq=-q\,ds$, the integral of the last term over $s$, extended to infinity because the branch has died out long before the other face, is

$$\frac1{1+f}\int_0^a\frac{dq}{1+f+q}=\frac1{1+f}\ln\left(1+\frac a{1+f}\right).$$

The gas branch contributes the same expression with $b$ in place of $a$. Dividing by $S$ and adding the floor,

$$\langle t_e\rangle\simeq\frac f{1+f}+\frac{1}{S(1+f)}\left[\ln\left(1+\frac a{1+f}\right)+\ln\left(1+\frac b{1+f}\right)\right].$$

The floor gives 0.0099 and the two branches together 0.0213, so $\langle t_e\rangle=0.0312$. Direct integration gives the same value. The gain is 32, not the 11 suggested by the gas face or the 2 suggested by the metal face. Both branches are confined to narrow parts of the potential range, and most of that range has a $t_e$ near the floor. The shorted current remains 120 µA/cm², while the unshorted one falls to 3.7 µA/cm². A transference number measured at one face is therefore a poor predictor when $t_e$ varies this strongly.

The circuit corrections are smaller for the assumed resistances. Using (5) with uniform conductivities, a surface resistance of 2000 Ω cm² lowers the gain from 11 to 10.1, and a contact resistance of 100 Ω cm² alone lowers it to 10.9. The first figure is rough: after shorting, that surface resistance carries 0.22 V, more than three times $k_BT/e$, where a linear law no longer holds. Exponential surface kinetics with the same small-signal resistance would lower the gain less. An external resistance equal to $r_i$ lowers it to 5.8. The short must therefore have a resistance well below that of the ionic path; being below $r_e$ is not enough.

The openings in the contact set a further limit. If the bare oxide surface does not itself conduct, electrons for the oxygen reduced in an opening of width $w<L$ must travel sideways through the oxide. If the reaction is spread over the opening, their path has a length and a depth of order $w$, which gives an area resistance of order $w/\sigma_e$. If the reaction crowds towards the edge of the contact, the path is shorter and the resistance lower. In either case it is small compared with $r_i=L/\sigma_i$ when $w\ll L\sigma_e/\sigma_i$, a length of 0.2 µm in the uniform example. A contact with coarser openings gives a smaller gain.

Oxygen dissolving in the metal does not alter the ion-flux gain at fixed face potentials, but it alters the thickness gain. Take a rough diffusivity $D=2.0\times10^{-14}$ cm²/s, a saturated ratio of 0.40 oxygen atoms per metal atom, and a metal molar volume of 14 cm³/mol. The saturated concentration is $c_s=0.40/14$ mol/cm³. By the time $t$ of shorting the metal surface has receded by $2.00\times14/22=1.27$ µm. Write this as $2\gamma\sqrt{Dt}$; with $t=44.7$ h, $\gamma=1.12$. For parabolic recession, and with $y$ the depth from the original surface, the diffusion equation is satisfied by

$$c=c_s\frac{\operatorname{erfc}[y/(2\sqrt{Dt})]}{\operatorname{erfc}\gamma},$$

which equals $c_s$ at the moving surface and vanishes deep in the metal. Because the derivative of $\operatorname{erfc}u$ is $-2e^{-u^2}/\sqrt\pi$, the flux $-D\,\partial c/\partial y$ entering the metal is

$$J_d=c_s\sqrt{\frac D{\pi t}}\,\frac{e^{-\gamma^2}}{\operatorname{erfc}\gamma}.$$

It amounts to 0.25 of the unshorted oxygen flux. Immediately after shorting, the gradient in the metal has not changed, so $J_d$ is the same, and $J-J_d$ is left to convert metal at the surface. That metal already holds 0.40 oxygen atoms per metal atom, so each metal atom needs 1.60 more to become $M\mathrm{O}_2$. The thickness rate is therefore $22(J-J_d)/1.60$ both before and just after shorting. The common factor cancels, and the thickness-rate gain is

$$\frac{J_{\rm short}-J_d}{J_{\rm open}-J_d}=\frac{11-0.254}{1-0.254}\simeq14.$$

This is an estimate, since the age and recession were themselves calculated without dissolution. It shows that a gain measured by thickness may exceed the gain in ion flux.

Two other neglected effects are small here. For an assumed density $n=10^{19}$ cm⁻³ of doubly charged vacancies, the Debye length $\sqrt{\epsilon k_BT/(4e^2n)}$ is 1.4 nm, less than a thousandth of the thickness, so space charge is confined to thin layers at the faces. The driving field $E/L$ is 0.012 MV/cm. For symmetric barriers and a hop length $h=0.26$ nm, forward and backward hops differ as $\sinh u$, with $u=2eh(E/L)/(2k_BT)$. The excess over the linear law, $\sinh u/u-1$, is about $4\times10^{-6}$. The remaining values are in the numerical output.

In practice, electronic contact between a metal and a gas-permeable conductor on its scale can speed up oxidation markedly if the scale has a small $\langle t_e\rangle$. To come close to the full gain, the surface reaction and the connection must both have resistances small compared with $r_i$, and the openings in the contact must be fine enough that the sideways path of the electrons adds little resistance. Where the scale is mainly an electronic conductor, such a finely divided contact changes little, because $1/\langle t_e\rangle$ is then close to one.

## Table of computed values

```
TESTS WITH VARYING CONDUCTIVITIES (dimensionless)
anion: solved gain 4.05207, integral gain 4.05207
cation: solved gain 4.05207, integral gain 4.05207
range of local 1/t_e: 3.2590 to 6.0000
uniform t_e = 0.200, varying sigma_i: gain 5.00000
EXAMPLE INPUTS (rough model values)
temperature: 773 K; k_B T: 0.0666 eV
scale thickness: 2.00 um
ionic conductivity: 1.00e-08 S/cm
electronic conductivity: 1.00e-09 S/cm
driving voltage: 2.40 V; oxygen potential drop: 4.80 eV
oxide molar volume: 22.0 cm3/mol
EXAMPLE RESULTS
electronic transference number: 0.09091
ionic resistance: 2.000e+04 ohm cm2
electronic resistance: 2.000e+05 ohm cm2
open-circuit voltage magnitude: 2.1818 V
ionic current, no short: 10.909 uA/cm2
ionic current, ideal short: 120.000 uA/cm2
oxygen flux, no short: 5.6532e-11 mol/(cm2 s)
oxygen flux, ideal short: 6.2186e-10 mol/(cm2 s)
thickness rate, no short: 22.387 nm/h
thickness rate, ideal short: 246.255 nm/h
initial flux gain: 11.0000
scale age at shorting, parabolic growth: 44.67 h
flux gain after one further age: 4.4907
late-time flux gain limit: 3.3166
time for 1% thickening after shorting: 293.8 s
NEGLECTED EFFECTS (rough inputs)
surface resistance 2000 ohm cm2: gain 10.0909
contact resistance 100 ohm cm2: gain 10.9453
external resistance equal to ionic: gain 5.7619
surface and contact together: gain 10.0453
oxygen diffusivity in metal: 2.0e-14 cm2/s
saturated O/metal ratio: 0.40; metal volume: 14.0 cm3/mol
moving-boundary parameter: 1.122
dissolving share of unshorted oxygen flux: 0.254
thickness-rate gain with dissolution: 14.40
varying sigma_e: floor 1.0e-10, metal-face branch 1.0e-08 S/cm
varying sigma_e: gas-face branch 9.0e-10 S/cm
local t_e: metal face 0.5025, gas face 0.0909
varying sigma_e: mean t_e 0.03116, gain 32.094
varying sigma_e: unshorted ionic current 3.739 uA/cm2
relative permittivity: 22; vacancy density: 1.0e+19 cm^-3
Debye length: 1.423 nm; divided by thickness: 7.11e-04
driving field with short: 0.0120 MV/cm
hop length: 0.26 nm; nonlinear flux excess: 3.66e-06
dielectric settling time: 0.177 ms
```
